# Why doping-dependent mobility flattens the unipolar resistance–voltage limit: verification in Python

```python
# Result under test: a drift layer that breaks down at a fixed peak field Ec,
# with mobility mu = mu0*(N/N0)**(-gamma), has specific on-resistance
#   R = 4 * V0**gamma * V**(2-gamma) / (eps*mu0*Ec**3),  V0 = eps*Ec**2/(2*q*N0).
# V: breakdown voltage, N: donor density, W: layer thickness, eps: permittivity.
# Internal units: cm, V, ohm, F/cm. The material parameters are rough values
# in the regime of n-type 4H silicon carbide at 300 K.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

q = const.e
eps_r = 10.0
eps = eps_r * const.epsilon_0 / 100.0
Ec = 2.5e6
mu0, N0, gamma = 800.0, 2.0e16, 0.1
voltages = [600.0, 1200.0, 3000.0]
Vref = 1200.0


def power_mobility(g):
    return lambda N: mu0 * (N / N0) ** (-g)


def fixed_field(N):
    return Ec


def deplete(N, mobility, peak_field):
    """Integrate Poisson's equation and the resistance until the field is zero."""
    peak = peak_field(N)
    resistivity = 1.0 / (q * mobility(N) * N)

    def rates(x, y):
        return [-q * N / (eps * peak), y[0] * peak, resistivity]

    def field_zero(x, y):
        return y[0]
    field_zero.terminal = True
    sol = solve_ivp(rates, (0.0, 100.0), [1.0, 0.0, 0.0],
                    events=field_zero, rtol=1e-8, atol=1e-10)
    return sol.t_events[0][0], sol.y_events[0][0][1], sol.y_events[0][0][2]


def design(V, mobility, peak_field=fixed_field):
    """Find the doping whose breakdown voltage is V; return N, W, R."""
    def mismatch(logN):
        return np.log(deplete(np.exp(logN), mobility, peak_field)[1] / V)
    N = np.exp(brentq(mismatch, np.log(1e14), np.log(1e18), xtol=1e-12))
    W, _, R = deplete(N, mobility, peak_field)
    return N, W, R


def slope(V, mobility, peak_field=fixed_field, h=0.02):
    upper = design(V * np.exp(h), mobility, peak_field)[2]
    lower = design(V * np.exp(-h), mobility, peak_field)[2]
    return np.log(upper / lower) / (2 * h)


# Closed formula and slope against numerical integration, several exponents
V0 = eps * Ec**2 / (2 * q * N0)
for g in (0.0, 0.1, 0.3, 0.7):
    for V in voltages:
        R_formula = 4 * V0**g * V**(2 - g) / (eps * mu0 * Ec**3)
        assert abs(design(V, power_mobility(g))[2] / R_formula - 1) < 1e-6
    assert abs(slope(Vref, power_mobility(g)) - (2 - g)) < 1e-5

mobility = power_mobility(gamma)
designs = [design(V, mobility) for V in voltages]
N_ref, W_ref, R_ref = designs[1]
slope_power = slope(Vref, mobility)

# Control: the same layers with mobility frozen at its 1200 V value
slope_frozen = slope(Vref, lambda N: mobility(N_ref))
assert abs(slope_frozen - 2) < 1e-5
R_constant = [design(V, lambda N: mu0)[2] for V in voltages]
assert voltages[0] < V0 < voltages[2]
assert designs[0][2] > R_constant[0] and designs[2][2] < R_constant[2]

# Saturating mobility curve: the local exponent controls the slope
mu_min, mu_max, N_half, power = 40.0, 950.0, 2.0e17, 0.76


def curve_mobility(N):
    return mu_min + (mu_max - mu_min) / (1 + (N / N_half) ** power)


def curve_exponent(N):
    t = (N / N_half) ** power
    return power * t / (1 + t) * (1 - mu_min / curve_mobility(N))


curve_voltages = voltages + [30000.0]
curve_slopes = []
for V in curve_voltages:
    s = slope(V, curve_mobility)
    N_here = design(V, curve_mobility)[0]
    assert abs(s - (2 - curve_exponent(N_here))) < 1e-4
    curve_slopes.append(s)
assert np.all(np.diff(curve_slopes) > 0) and 1.98 < curve_slopes[-1] < 2


# Punch-through layer: direct minimization of resistance at given voltage
def punch_through_optimum(V, g):
    N_triangle = eps * Ec**2 / (2 * q * V)

    def thickness(N):
        return brentq(lambda W: Ec * W - q * N * W**2 / (2 * eps) - V,
                      V / Ec, 2 * V / Ec, xtol=1e-16)

    def log_resistance(logN):
        N = np.exp(logN)
        return np.log(thickness(N) / (q * power_mobility(g)(N) * N))
    best = minimize_scalar(log_resistance, method="bounded",
                           bounds=(np.log(N_triangle / 1000),
                                   np.log(N_triangle * 0.9999)),
                           options={"xatol": 1e-9})
    N = np.exp(best.x)
    W = thickness(N)
    return N, W, np.exp(best.fun), q * N * W / (eps * Ec)


for g in (0.0, 0.1, 0.5):
    low, high = (punch_through_optimum(V, g) for V in (600.0, 3000.0))
    x_formula = 2 * (1 - g) / (3 - 2 * g)
    assert abs(low[3] - x_formula) < 1e-4 and abs(high[3] - x_formula) < 1e-4
    assert abs(np.log(high[2] / low[2]) / np.log(5.0) - (2 - g)) < 1e-6
    ratio = (1 - x_formula/2)**(g - 2) * x_formula**(g - 1) / 2**(2 - g)
    assert abs(low[2] / design(600.0, power_mobility(g))[2] / ratio - 1) < 1e-6
N_pt, W_pt, R_pt, x_pt = punch_through_optimum(Vref, gamma)

# Critical field from the ionization integral with coefficient a*exp(-b/E);
# a is set so that the critical field equals Ec at the reference doping N0
b_ion = 1.6e7


def ionization_F(E):
    return quad(lambda u: np.exp(-b_ion / u) if u > 0 else 0.0,
                0.0, E, epsabs=0.0, epsrel=1e-10)[0]


a_ion = q * N0 / (eps * ionization_F(Ec))


def avalanche_field(N):
    return brentq(lambda E: np.log(a_ion * eps * ionization_F(E) / (q * N)),
                  8e5, 8e6, xtol=1e-4)


N_av, W_av, R_av = design(Vref, mobility, avalanche_field)
E_av = avalanche_field(N_av)
beta = ionization_F(E_av) / (E_av * np.exp(-b_ion / E_av))
slope_av = slope(Vref, mobility, avalanche_field)
slope_av_constant = slope(Vref, lambda N: mu0, avalanche_field)
assert abs(slope_av - (2 - beta - gamma) / (1 - 2 * beta)) < 1e-3
assert abs(slope_av_constant - slope_av - gamma / (1 - 2 * beta)) < 1e-3
assert slope_av > 2 and slope_av_constant > slope_av

# Incomplete ionization in the conducting state
T, Nc, donor_depth = 300.0, 1.7e19, 0.07
n1 = Nc / 2 * np.exp(-donor_depth * q / (const.k * T))


def ionized_fraction(N):
    return 2 / (1 + np.sqrt(1 + 4 * N / n1))


f_ref = ionized_fraction(N_ref)
n_free = f_ref * N_ref
assert abs(n_free * n_free / (N_ref - n_free) / n1 - 1) < 1e-9
slope_freeze = slope(Vref, lambda N: mobility(N) * ionized_fraction(N))
assert slope_freeze < slope_power

# Substrate in series, temperature, anisotropy, on-state field
sub_thickness, sub_resistivity = 100e-4, 0.020
R_sub = sub_thickness * sub_resistivity
h = 0.02
slope_sub = np.log((design(Vref*np.exp(h), mobility)[2] + R_sub) /
                   (design(Vref*np.exp(-h), mobility)[2] + R_sub)) / (2*h)
assert abs(slope_sub - (2 - gamma) * R_ref / (R_ref + R_sub)) < 1e-3
T_hot, T_power, anisotropy = 400.0, 2.4, 1.2
hot_factor = (T_hot / T) ** T_power
J_on = 200.0
E_on = J_on * R_ref / W_ref

# Interband tunnelling exponent through a triangular barrier at the peak field
gap, mass_ratio = 3.2, 0.3
barrier_width = gap / (Ec * 100)
tunnel_exponent = quad(
    lambda s: 2 * barrier_width / const.hbar *
    np.sqrt(2 * mass_ratio * const.m_e * q * gap * (1 - s)), 0, 1)[0]
assert tunnel_exponent > 40 and N_ref / Nc < 0.01

print(f"Inputs: eps_r = {eps_r:.0f}, Ec = {Ec/1e6:.2f} MV/cm, gamma = {gamma}")
print(f"mu0 = {mu0:.0f} cm2/Vs at N0 = {N0:.1e} cm-3")
print(f"Crossing voltage V0 = {V0:.1f} V")
for V, (N, W, R), Rc in zip(voltages, designs, R_constant):
    print(f"V = {V:.0f} V: N = {N:.3e} cm-3, W = {W*1e4:.2f} um")
    print(f"  mobility = {mobility(N):.1f} cm2/Vs, R = {R*1e3:.4f} mohm cm2")
    print(f"  R at constant mu0 = {Rc*1e3:.4f} mohm cm2")
    print(f"  V^2/R = {V*V/R/1e9:.3f} GW/cm2")
first, last = designs[0], designs[2]
print("Ratios, 3000 V over 600 V (dimensionless):")
print(f"  W: {last[1]/first[1]:.3f}, 1/N: {first[0]/last[0]:.3f}")
print(f"  1/mobility: {mobility(first[0])/mobility(last[0]):.4f}")
print(f"  R: {last[2]/first[2]:.3f}")
print(f"Slope at 1200 V, power-law mobility: {slope_power:.4f}")
print(f"Slope at 1200 V, frozen mobility: {slope_frozen:.4f}")
print(f"Mobility curve: min {mu_min:.0f}, max {mu_max:.0f} cm2/Vs")
print(f"  half-fall doping {N_half:.1e} cm-3, power {power}")
for V, s in zip(curve_voltages, curve_slopes):
    print(f"  slope with mobility curve at {V:.0f} V: {s:.4f}")
print(f"Punch-through optimum at 1200 V: x = {x_pt:.4f}")
print(f"  N = {N_pt:.3e} cm-3, W = {W_pt*1e4:.2f} um")
print(f"  R = {R_pt*1e3:.4f} mohm cm2, ratio to triangle {R_pt/R_ref:.4f}")
print(f"Ionization: a = {a_ion:.3e} /cm, b = {b_ion/1e6:.1f} MV/cm")
print(f"  at 1200 V: N = {N_av:.3e} cm-3, W = {W_av*1e4:.2f} um")
print(f"  critical field {E_av/1e6:.3f} MV/cm, beta = {beta:.4f}")
print(f"  R = {R_av*1e3:.4f} mohm cm2, slope = {slope_av:.4f}")
print(f"  slope with constant mobility = {slope_av_constant:.4f}")
print(f"Donor depth {donor_depth} eV, Nc = {Nc:.1e} cm-3, T = {T:.0f} K")
print(f"  ionized fraction {f_ref:.4f}, slope {slope_freeze:.4f}")
print(f"Substrate: {sub_thickness*1e4:.0f} um, {sub_resistivity*1e3:.0f} mohm cm")
print(f"  adds {R_sub*1e3:.3f} mohm cm2, apparent slope {slope_sub:.4f}")
print(f"At {T_hot:.0f} K, mobility as T^-{T_power}: R times {hot_factor:.3f}")
print(f"Mobility anisotropy {anisotropy}: R times {1/anisotropy:.3f}")
print(f"On-state field at {J_on:.0f} A/cm2: {E_on:.1f} V/cm")
print(f"Tunnelling: gap {gap} eV, mass {mass_ratio} electron masses")
print(f"  exponent at Ec: {tunnel_exponent:.1f} (dimensionless)")
print(f"Degeneracy measure N/Nc at 1200 V: {N_ref/Nc:.2e}")
print("OK")
```

It prints:

```
Inputs: eps_r = 10, Ec = 2.50 MV/cm, gamma = 0.1
mu0 = 800 cm2/Vs at N0 = 2.0e+16 cm-3
Crossing voltage V0 = 863.5 V
V = 600 V: N = 2.878e+16 cm-3, W = 4.80 um
  mobility = 771.4 cm2/Vs, R = 0.1349 mohm cm2
  R at constant mu0 = 0.1301 mohm cm2
  V^2/R = 2.668 GW/cm2
V = 1200 V: N = 1.439e+16 cm-3, W = 9.60 um
  mobility = 826.8 cm2/Vs, R = 0.5036 mohm cm2
  R at constant mu0 = 0.5204 mohm cm2
  V^2/R = 2.860 GW/cm2
V = 3000 V: N = 5.757e+15 cm-3, W = 24.00 um
  mobility = 906.1 cm2/Vs, R = 2.8718 mohm cm2
  R at constant mu0 = 3.2527 mohm cm2
  V^2/R = 3.134 GW/cm2
Ratios, 3000 V over 600 V (dimensionless):
  W: 5.000, 1/N: 5.000
  1/mobility: 0.8513
  R: 21.283
Slope at 1200 V, power-law mobility: 1.9000
Slope at 1200 V, frozen mobility: 2.0000
Mobility curve: min 40, max 950 cm2/Vs
  half-fall doping 2.0e+17 cm-3, power 0.76
  slope with mobility curve at 600 V: 1.8656
  slope with mobility curve at 1200 V: 1.9137
  slope with mobility curve at 3000 V: 1.9541
  slope with mobility curve at 30000 V: 1.9916
Punch-through optimum at 1200 V: x = 0.6429
  N = 1.256e+16 cm-3, W = 7.07 um
  R = 0.4195 mohm cm2, ratio to triangle 0.8331
Ionization: a = 7.142e+06 /cm, b = 16.0 MV/cm
  at 1200 V: N = 1.298e+16 cm-3, W = 10.11 um
  critical field 2.374 MV/cm, beta = 0.1170
  R = 0.5820 mohm cm2, slope = 2.3279
  slope with constant mobility = 2.4584
Donor depth 0.07 eV, Nc = 1.7e+19 cm-3, T = 300 K
  ionized fraction 0.9758, slope 1.8764
Substrate: 100 um, 20 mohm cm
  adds 0.200 mohm cm2, apparent slope 1.3599
At 400 K, mobility as T^-2.4: R times 1.995
Mobility anisotropy 1.2: R times 0.833
On-state field at 200 A/cm2: 104.9 V/cm
Tunnelling: gap 3.2 eV, mass 0.3 electron masses
  exponent at Ec: 85.7 (dimensionless)
Degeneracy measure N/Nc at 1200 V: 8.47e-04
OK
```
